\section*{Two-step screening in the constrained random-phase approximation (cRPA)}

\section{A case without matrices}

In a homogeneous system at fixed wavevector and frequency, the bare interaction $v$ and the polarization $P$ are numbers, and the RPA screened interaction is $W=v/(1-vP)$, or $1/W=1/v-P$. Write $P=P_d+P_r$ and group the terms:
\begin{equation}
\frac1W=\Big(\frac1v-P_r\Big)-P_d=\frac1{W_r}-P_d,\qquad W_r=\frac{v}{1-vP_r}.
\end{equation}
Screening $v$ by $P_r$ and then the result by $P_d$ gives $W=W_r/(1-W_rP_d)$, the same as screening once by $P$. The constrained RPA (cRPA) rests on this regrouping. In a real calculation the quantities are matrices that do not commute, and $v$ in a basis of orbital products may have no inverse, so the general proof has to avoid $1/v$ and respect the order of factors.

\section{Conventions and the polarization}

Densities are column vectors in a finite space (grid points, sites or an auxiliary basis, with quadrature weights absorbed). The interaction $v$ maps densities to potentials and is real, symmetric and positive semidefinite. The reference is a closed-shell mean-field state with real orthonormal orbitals $\psi_n$, energies $\varepsilon_n$ and a gap; $i$ labels occupied and $a$ empty levels, $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$, and $\rho_{ia}=\psi_i\psi_a$. Energies are in eV and $\hbar=1$. The label $d$ means the target space, whatever its angular momentum, and $r$ the rest.

RPA is the linear response of the time-dependent Hartree equations. Independent electrons respond to the total potential, $\delta n=P\,\delta V$, and the total potential contains the Hartree field of the induced density, $\delta V=\delta V_{\rm ext}+v\,\delta n$. Eliminating $\delta n$ gives $(1-vP)\,\delta V=\delta V_{\rm ext}$. A unit test charge at point $k$ has $\delta V_{\rm ext}$ equal to column $k$ of $v$, and its total potential defines column $k$ of $W$:
\begin{equation}
W=v+vPW,\qquad W=(1-vP)^{-1}v. \label{dyson}
\end{equation}

To find $P$, apply $\delta V e^{-izt}+\text{c.c.}$ with $\operatorname{Im}z>0$, so that the field vanishes in the far past. Write the perturbed orbital as $e^{-i\varepsilon_it}(\psi_i+\sum_mc_m\psi_m)$. To first order, $i\dot c_m=\Delta_{im}c_m+V_{mi}e^{-izt}+V_{mi}^*e^{iz^*t}$ with $V_{mi}=\rho_{im}^T\delta V$, and the solution is
\begin{equation}
c_m=\frac{V_{mi}e^{-izt}}{z-\Delta_{im}}+\frac{V_{mi}^*e^{iz^*t}}{-z^*-\Delta_{im}}.
\end{equation}
The density change is $2\sum_{i,m}\rho_{im}(c_m+c_m^*)$, the 2 counting spin. Its $e^{-izt}$ part takes the first term from $c_m$ and the conjugate of the second from $c_m^*$, which gives the factor $1/(z-\Delta)-1/(z+\Delta)=2\Delta/(z^2-\Delta^2)$. This is odd in $\Delta$, so the pairs $(i,m)$ and $(m,i)$ cancel when $m$ is occupied, and $m=i$ gives zero. What remains is
\begin{equation}
P(z)=\sum_{ia}\rho_{ia}D_{ia}\rho_{ia}^T=RDR^T,\qquad D_{ia}(z)=\frac{4\Delta_{ia}}{z^2-\Delta_{ia}^2}, \label{P}
\end{equation}
where the columns of $R$ are the $\rho_{ia}$ and $D$ is diagonal. At $z=i\omega$ every $D_{ia}$ is negative, so $P(i\omega)\le0$ as a quadratic form.

A Green-function code obtains the same object as $P_{jk}(i\omega)=2\int\frac{d\nu}{2\pi}G_{jk}(i\nu+i\omega)G_{kj}(i\nu)$, with $G(i\nu)=\sum_n\psi_n\psi_n^T/(i\nu-\xi_n)$ and $\xi_n=\varepsilon_n-\mu$, $\mu$ in the gap. The term $1/[(i\nu+i\omega-\xi_m)(i\nu-\xi_n)]$ has poles at $\nu=-i\xi_n$ and $\nu=-\omega-i\xi_m$. If $\xi_m$ and $\xi_n$ have the same sign, both lie in one half plane and closing in the other gives zero. Otherwise the upper pole gives $1/(i\omega-\Delta)$ for $n$ occupied and $-1/(i\omega+\Delta)$ for $m$ occupied. Their sum times 2 is $D(i\omega)$.

The cRPA split chooses a set of levels as the target. $P_d$ is the part of the sum (\ref{P}) with both $i$ and $a$ in the target, and $P_r$ is every other term, including transitions with one end in the target. Since $V_{ai}$ is the only route by which transition $ia$ enters the density, deleting the target--target block of the perturbation $\langle\psi_m|\delta V|\psi_n\rangle$ replaces $P$ by $P_r$. Hence $W_r=(1-vP_r)^{-1}v$ is the potential of a test charge when transitions inside the target are forbidden.

\section{The identity}

Let $v$, $P_d$, $P_r$ be any matrices at one frequency, with $P=P_d+P_r$, and let $1-vP_r$ and $1-vP$ be invertible. The definition of $W_r$ is equivalent to $(1-vP_r)W_r=v$. Then
\begin{align}
(1-vP_r)(1-W_rP_d)&=(1-vP_r)-(1-vP_r)W_rP_d\nonumber\\
&=1-vP_r-vP_d=1-vP. \label{fact}
\end{align}
The first line distributes the product, the second uses the definition. Equation (\ref{fact}) gives $1-W_rP_d=(1-vP_r)^{-1}(1-vP)$, a product of invertible matrices and so invertible. Inverting (\ref{fact}) reverses the order of the factors, and multiplying by $v$ from the right gives
\begin{equation}
W=(1-W_rP_d)^{-1}(1-vP_r)^{-1}v=(1-W_rP_d)^{-1}W_r, \label{main}
\end{equation}
that is, $W=W_r+W_rP_dW$. Neither $v^{-1}$ nor the form (\ref{P}) was used. The identity holds for every split, and it carries over to complex orbitals, to metals and to each wavevector of a crystal. For the same reason it says nothing about whether a split is physically sensible; the analytic and sign properties of $W_r$ provide a separate check, though not a sufficient one.

The expansion in powers of $P$ shows what is being regrouped. At order $n$, Eq.~(\ref{dyson}) contributes $v[(P_d+P_r)v]^n$, a sum of $2^n$ words, one for each assignment of $d$ or $r$ to the $n$ bubbles. Cut a word at every $P_d$. Each piece has the form $v(P_rv)^k$ with $k\ge0$, which is one term of the series for $W_r$. A word with $m$ factors $P_d$ therefore occurs in $W_r(P_dW_r)^m$, and it occurs once, because the cuts are fixed by the word. This is a formal statement, order by order; Eq.~(\ref{fact}) does not need the series to converge.

Three nearby expressions differ from $W$. From $(1-W_rP_d)W_r=W_r(1-P_dW_r)$ it follows that $W_r(1-P_dW_r)^{-1}$ is a correct form, but $(1-P_dW_r)^{-1}W_r$ is not: $P_dW_r$ acts on densities and is there applied to a potential, a mismatch that square arrays do not flag. The additive form $W_r+W_d-v$, with $W_d=(1-vP_d)^{-1}v$, keeps only pure words and first fails at second order, where it lacks $vP_dvP_rv+vP_rvP_dv$. Screening $W_r$ with the full $P$ gives, by (\ref{main}) with $P_d$ replaced by $P$, the interaction $v$ screened by $P+P_r$, which counts $P_r$ twice.

A small model makes these statements testable. It is a chain of ten sites $j=0,\dots,9$ with hopping $-1$ eV, site energies $[0.5(-1)^j+0.05j]$ eV, ten electrons and $v_{jk}=4\text{ eV}/\sqrt{1+(j-k)^2}$; the hopping Hamiltonian is taken as the mean-field one. The target holds the levels at $-0.737$, $-0.234$, $0.684$ and $1.187$ eV, which gives 4 transitions in $P_d$ and 21 in $P_r$. The numerical check solves the static Hartree equations with a small test charge of either sign and differentiates numerically. The result agrees with (\ref{main}) to $2\times10^{-8}$ eV in every element, and the calculation with the target block deleted agrees with $W_r$ to the same level. Measured as the largest element of the difference from that finite-difference $W$, the wrong order is off by $0.78$ eV, the additive form by $0.18$ eV and the double counting by $0.25$ eV. The program also checks (\ref{P}) against quadrature of $GG$ and the word expansion through sixth order, where both sides have the same 64 words.

\section{When the inverses exist}

For $P$ of the form (\ref{P}) the invertibility conditions can be settled. Write $W=v+vPW=v+v\,P(1-vP)^{-1}v$ and let $K=R^TvR$, the matrix of integrals $(ia|jb)$. From $R^T(1-vRDR^T)=(1-KD)R^T$ follows $R^T(1-vP)^{-1}=(1-KD)^{-1}R^T$, so
\begin{equation}
P(1-vP)^{-1}=RD(1-KD)^{-1}R^T=R\,(D^{-1}-K)^{-1}R^T,
\end{equation}
where $1-KD=(D^{-1}-K)D$ was used. With $\Delta$ the diagonal matrix of gaps, $D^{-1}=(z^2-\Delta^2)/4\Delta$, and
\begin{equation}
D^{-1}-K=\tfrac14\Delta^{-1/2}(z^2-M)\Delta^{-1/2},\qquad M=\Delta^2+4\Delta^{1/2}K\Delta^{1/2}.
\end{equation}
$M$ is real symmetric, $M=X\Omega^2X^T$ with $X$ orthogonal. Inverting and inserting,
\begin{equation}
W(z)=v+\sum_s\frac{F_sF_s^T}{z^2-\Omega_s^2},\qquad F=2vR\Delta^{1/2}X, \label{poles}
\end{equation}
with $F_s$ the columns of $F$. Sylvester's identity $\det(1-AB)=\det(1-BA)$, obtained by eliminating either off-diagonal block of the matrix with blocks $1,A;B,1$, gives $\det(1-vP)=\det(1-KD)=\det(D^{-1}-K)\det D$. The factors $4\Delta$ cancel between the two determinants, and with (\ref{fact})
\begin{equation}
\det(1-vP)=\prod_s\frac{z^2-\Omega_s^2}{z^2-\Delta_s^2}=\det(1-vP_r)\det(1-W_rP_d). \label{det}
\end{equation}
Because $v\ge0$, also $K\ge0$, so $M\ge\Delta^2$ and every $\Omega_s$ is real and at least the smallest gap. The same derivation with only the $r$ columns of $R$ gives $W_r$, its modes $\Omega^r_s$ and the bound $\Omega_s^r\ge\Delta^r_{\min}$. Both inverses therefore exist at every $z$ off the real axis and on the real axis below the smallest gap. At a real pole of $W_r$ the hypothesis fails: $W_r$ does not exist there although $W$ may be finite, and near such a point the two-step route is ill-conditioned. At a real $z=\Delta_{ia}$ the bubble itself diverges, but the form with $D^{-1}$ remains usable unless $z$ is also one of the $\Omega_s$.

The bound is the physical content of the split by transitions: $W_r(z)$ has no pole below the smallest $r$ gap, while $W$ can have poles down to the smallest $d$ gap. In the chain these gaps are $1.855$ and $0.919$ eV, and the lowest modes lie above them, at $2.020$ eV for $W_r$ and $1.026$ eV for $W$. Equation (\ref{main}) agrees with (\ref{poles}) to $10^{-13}$ eV at five frequencies (zero, two imaginary, two just above the real axis), where (\ref{det}) is tested too. A mode with $F_s=0$ is not a pole of the interaction. It has $K\Delta^{1/2}X_s=0$, so $\Delta^2X_s=MX_s=\Omega_s^2X_s$: its $\Omega_s$ equals a bare gap, and its factor cancels against a denominator in (\ref{det}).

\section{Ordering on the imaginary axis}

Let $s=v^{1/2}$, which exists for $v\ge0$. Then $W=s(1-sPs)^{-1}s$, because $(1-vP)s=s(1-sPs)$ and so $(1-vP)\,s(1-sPs)^{-1}s=s^2=v$. At $z=i\omega$ with the split by transitions, $P\le P_r\le0$, so $A=1-sPs$ and $A_r=1-sP_rs$ obey $A\ge A_r\ge1$. Inversion reverses the order: $A_r^{-1/2}AA_r^{-1/2}\ge1$ has eigenvalues of at least 1, its inverse $A_r^{1/2}A^{-1}A_r^{1/2}$ is at most 1, and hence $A^{-1}\le A_r^{-1}$. Sandwiching with $s$,
\begin{equation}
0\le W(i\omega)\le W_r(i\omega)\le v. \label{order}
\end{equation}
These inequalities concern quadratic forms, so they order the diagonal elements but not the off-diagonal ones. The same argument shows that enlarging the target raises $W_r$, since negative terms leave $P_r$, and that double counting lowers $W$. From (\ref{poles}), $W_r(i\omega)$ rises with $\omega$ and approaches $v$ as $\omega^{-2}$ in a finite basis. An empty $P_d$, as for a target that is a filled shell, gives $W_r=W$; a target containing all levels gives $W_r=v$.

When the target space is not the span of a chosen set of eigenstates, $P_d$ has to be defined in another way, for example by a projection, and $P_r=P-P_d$ need not be negative. Take $P_d=\Pi P\Pi$ with $\Pi$ the projector on a set of sites. Then $\Pi P_r\Pi=0$. For $x$ inside the set and $y$ outside,
\begin{equation}
(x+\epsilon y)^TP_r(x+\epsilon y)=2\epsilon\,x^TPy+\epsilon^2y^TPy,
\end{equation}
which is positive for small $\epsilon$ of the right sign whenever $x^TPy\ne0$. For sites 3 to 6 of the chain at $z=0$, $P_r$ has a largest eigenvalue of $+0.101$ eV$^{-1}$. Both bounds on $W_r$ in (\ref{order}) break, while $W\ge0$ is untouched: $v-W_r$ has an eigenvalue $-0.98$ eV, and $W_r$ has an eigenvalue $-50.9$ eV. In this model $v$ is invertible (it samples a function with positive Fourier transform), so $W_r^{-1}=v^{-1}-P_r$, and that eigenvalue means that $v^{-1}-P_r$ has an eigenvalue $-1/50.9\approx-0.02$ eV$^{-1}$. As $\omega$ grows, $P_r(i\omega)$ tends to zero and $v^{-1}-P_r$ becomes positive, so this eigenvalue crosses zero at some $\omega>0$, and there $W_r$ diverges on the imaginary axis. Screening this $W_r$ by $P_d$ still returns the finite-difference $W$, which the program asserts. Passing the test (\ref{main}) thus does not validate a split; the spectrum of $P_r(i\omega)$ has to be inspected separately.

\section{Closure inside the target space}

A model keeps only matrix elements of $W_r$ between target orbitals. Let $w_\alpha$ be any orthonormal basis of the $n$-dimensional target, with $\psi_m=\sum_\alpha T_{m\alpha}w_\alpha$ and $T$ orthogonal. Let $B$ have the $n^2$ columns $w_\alpha w_\beta$ over ordered pairs. Then $\rho_{ia}=\sum_{\alpha\beta}T_{i\alpha}T_{a\beta}\,w_\alpha w_\beta$, and
\begin{equation}
P_d=B\chi B^T,\qquad \chi_{\alpha\beta,\gamma\delta}=\sum_{ia\in d}T_{i\alpha}T_{a\beta}D_{ia}T_{i\gamma}T_{a\delta}.
\end{equation}
Insert this in $W=W_r+W_rP_dW$ and multiply by $B^T$ on the left and $B$ on the right. With $U(z)=B^TW_rB$ and $\mathcal W=B^TWB$,
\begin{equation}
\mathcal W=U+U\chi\mathcal W,\qquad \mathcal W=(1-U\chi)^{-1}U. \label{closure}
\end{equation}
The inverse exists because Sylvester's identity gives $\det(1-U\chi)=\det(1-W_rP_d)$. The linear dependence of the columns $\alpha\beta$ and $\beta\alpha$ does no harm, since $B$ is never inverted. For complex orbitals the columns of $B$ are $w_\alpha^*w_\beta$ and $B^T$ becomes $B^\dagger$. The two parts of $D_{ia}$ then belong to different products, $2/(z-\Delta_{ia})$ to $\psi_i^*\psi_a$ and $-2/(z+\Delta_{ia})$ to $\psi_a^*\psi_i$, and $\chi$ has to be built from both. In the eigenbasis $T=1$, and $\chi$ is diagonal with entry $D_{ia}$ on each pair $ia$, counted once.

Equation (\ref{closure}) says that RPA within the model reproduces the target block of $W$, provided $U$ is the full four-index matrix at the same frequency as $\chi$. In the chain, take for $w_\alpha$ the eigenvectors of the position operator within the target, and the orbital centred at $x=3.56$. At $z=0$ its on-site elements are $v=2.286$, $U=2.163$ and $W=1.981$ eV. Keeping only the four elements $U_{\alpha\alpha,\alpha\alpha}$ in (\ref{closure}) gives $1.280$ eV, which is 35\% below the exact $W$. At $z=2i$ eV the values are $U=2.217$ and $W=2.122$ eV; the on-site truncation gives $1.633$ eV, and the full but static $U(0)$ gives $2.083$ eV, 1.8\% below the exact $W$. The program asserts closure with the full $U$ and a finite deviation for each truncation. One exact property bears on the on-site error: $\sum_\gamma\chi_{\alpha\beta,\gamma\gamma}=0$, because $\sum_\gamma T_{i\gamma}T_{a\gamma}=0$ for $i\neq a$. A part of $U_{\alpha\alpha,\gamma\gamma}$ common to all $\alpha,\gamma$ couples only to the conserved total charge and is not screened, whereas the truncation exposes the whole on-site value to $\chi$. This accounts for most of the overscreening here. If the mean of the elements $U_{\alpha\alpha,\gamma\gamma}$ with $\alpha\ne\gamma$, $1.315$ eV at $z=0$, is put back in all those places, the static on-site value rises from $1.280$ to $1.953$ eV, close to the exact $1.981$ eV. That closeness is partly a cancellation, because the off-site elements are far from uniform (they range from $0.59$ to $1.80$ eV). Keeping all the actual elements $U_{\alpha\alpha,\gamma\gamma}$ gives $2.023$ eV for this orbital, and for the two outer orbitals the mean overshoots, taking the on-site value from $2.000$ to $2.560$ eV against an exact $2.431$ eV.

All of this is a statement within RPA. If the model is solved by a method beyond RPA, (\ref{closure}) guarantees only that the bubble chains are counted once.

\section{Worked example: the zinc atom}

The reference is nonrelativistic PBE in the def2-TZVP basis: 48 orbitals, 15 occupied, $15\times33=495$ transitions. Once the PBE orbitals are known, the response calculation needs no grid or fitting basis. Equation (\ref{closure}) with every level in the target has $U=v$, so the matrices may be indexed by orbital pairs, with $V_{pq,rs}=(pq|rs)$ the exact integrals and $P$ diagonal on the pairs $ia$. One linear solve of $(1-VP_r)W_r=V$ per frequency gives $W_r$; $V$ need not be invertible. The numbers belong to this basis and functional, and their convergence with basis size was not examined.

The levels are $\varepsilon_{3d}=-10.583$, $\varepsilon_{4s}=-5.832$ and $\varepsilon_{4p}=-1.091$ eV. Take the target $\{4s,4p\}$. $P_d$ holds the three transitions $4s\to4p_k$ with $\Delta=5.832-1.091=4.741$ eV, and $P_r$ includes the polarization of the $3d$ shell. The $r$ set consists of whole shells, so $W_r$ commutes with rotations and inversion. The three densities $\rho_{sk}$ transform as a vector, and therefore $U_{sk,sk'}=U\delta_{kk'}$. Equation (\ref{closure}) for the exchange element $W=W_{sk,sk}$ becomes $W=U+UDW$, and at $z=i\omega$
\begin{equation}
W=\frac{U}{1+fU},\qquad f=-D=\frac{4\Delta}{\Delta^2+\omega^2}.
\end{equation}
The bare element is $(sp|sp)=1.412$ eV. At $\omega=0$ the solve gives $U=1.0257$ eV ($0.0377$ Ha), 27\% below the bare value. With $f=4/4.741=0.8437$ eV$^{-1}$, $fU=0.8654$ and
\begin{equation}
W=1.0257/1.8654=0.550\text{ eV}\quad(0.0202\text{ Ha}),
\end{equation}
46\% below $U$. At $\omega=5$ eV, $4\Delta=18.964$ eV and $\Delta^2=22.477$ eV$^2$ give $f=18.964/47.477=0.3994$ eV$^{-1}$; with $U=1.0663$ eV, $1+fU=1.4259$ and $W=0.748$ eV. The four frequencies computed give:

\begin{center}
\begin{tabular}{rccc}
$\omega$ (eV) & $U$ (eV) & $1+fU$ & $W$ (eV)\\
0 & 1.026 & 1.865 & 0.550\\
5 & 1.066 & 1.426 & 0.748\\
20 & 1.248 & 1.056 & 1.182\\
100 & 1.360 & 1.003 & 1.356
\end{tabular}
\end{center}

Each $W$ agrees in all printed digits with the pole sum (\ref{poles}) over the 495 modes. Between 0 and 5 eV, $W$ rises by 36\% of its static value and $U$ by 4\%. At 100 eV the target lowers $W$ by only 0.3\% relative to $U$, yet $U$ is still 4\% below $v$; in the pole sum for $W_r$ a mode keeps half its static weight at $\omega=\Omega^r_s$, so high-lying modes die off slowly.

On the real axis the scalar form is $W=U/(1-DU)$, with a pole where $DU=1$:
\begin{equation}
\Omega^2=\Delta^2+4\Delta\,U(\Omega). \label{pole}
\end{equation}
Below the first pole of $W_r$, each term $F^2/(z^2-\Omega_s^{r2})$ of $U(z)$ is negative and decreases with $z$. So $U(\Omega)<U(0)$, and $\Omega^2-\Delta^2-4\Delta U(\Omega)$ increases, which allows at most one root there. The root has $U(\Omega)=0.92335$ eV:
\begin{equation}
\Omega^2=22.477+18.964\times0.92335=39.987\text{ eV}^2,\qquad \Omega=6.324\text{ eV}
\end{equation}
($0.2324$ Ha). The corresponding mode $\Omega_s$ of the full matrix $M$ is the same, $6.32354$ eV by both routes, and its eigenvector has weight $0.937$ on the $4s\to4p$ transitions. With the static $U$, $\Omega^2=22.477+19.451=41.928$ eV$^2$ and $\Omega=6.475$ eV, 2.4\% above the full value. With the bare integral, $\Omega^2=22.477+26.771=49.248$ eV$^2$ and $\Omega=7.018$ eV, 11\% above it. These are singlet energies of direct RPA, without exchange or correlation kernel, and are not predictions of the spectral line.

The smallest $r$ gap is $8.95$ eV, and the lowest mode $\Omega^r_s$ of the $r$-only matrix $M$ is $9.4915$ eV, which equals the $3d\to4p$ gap $10.5829-1.0914$ eV in all printed digits. Symmetry explains the coincidence. The 15 products of a $d$ and a $p$ orbital share one radial factor, and their angular parts are odd with $l\le3$, so they span only the $3+7=10$ functions with $l=1$ and $l=3$. Five combinations of these degenerate transitions have zero density. $R$, and with it $K$ and $F$, annihilates them, so they are eigenvectors with $\Omega=\Delta$ and $F_s=0$. They are not poles of $W_r$, and $9.49$ eV is a lower bound on the first pole, well above the root of (\ref{pole}).

Parity removes the target screening from the direct elements. In $W_{ss,ss}=U_{ss,ss}+\sum_kU_{ss,sk}DW_{sk,ss}$ the element $U_{ss,sk}$ joins an even density to an odd one and vanishes. Thus $(4s4s|4s4s)$ falls from $9.15$ eV to $U=8.10$ eV and $W$ has the same value. The densities $\psi_m^2$ of the $3d$ orbitals are even too, and the same equation applies to them: the average of $(mm|m'm')$ over the shell falls from $28.44$ eV to $U=W=14.88$ eV. This equality is a property of the free atom with this target and need not hold where the surroundings allow even transitions within the target.

The larger target $\{3d,4s,4p\}$ has nine orbitals, $9\times10/2=45$ unordered pairs and $6\times3=18$ transitions. The $4s\to4p$ densities now couple, through off-diagonal elements of $U$, to the $l=1$ part of the $3d\to4p$ densities, whose transitions have joined $\chi$, and (\ref{closure}) is a true matrix equation. Its solution matches the pole sum to $3\times10^{-11}$ eV at $z=0$ and $z=10i$ eV. The static exchange element rises from $U=1.026$ to $1.087$ eV, in the direction that the ordering argument requires, while $W$ stays at $0.550$ eV because it does not depend on the split. All 18 transitions are odd, so the $3d$ average remains $14.88$ eV. A value of $U$ has meaning only together with the target and the $\chi$ that belong to it.

\section*{Numbers as computed}
\begin{verbatim}
words at order 6 in P, identical on both sides: 64
chain: N=10, electrons=10, hopping=-1.0 eV, v0=4.0 eV
chain target levels (eV): [-0.7365 -0.2343  0.6843  1.1865]
chain transitions: d 4, r 21; min gap d 0.9186, r 1.8550 eV
P(i 1 eV): quadrature of GG vs transition sum, max dev 2.0e-14 1/eV
static test charge vs two-step W: 1.8e-08 eV; constrained vs Wr: 2.3e-08 eV
errors (eV) wrong order, additive, Pr counted twice: [0.7809 0.1824 0.2481]
chain lowest pole of W 1.0264 eV, of Wr 2.0203 eV
two-step vs pole expansion at 5 complex z, max dev 6.1e-14 eV
site-projector split (sites 3-6): max eig Pr 0.1011 1/eV
  min eig (v-Wr) -0.9767 eV, min eig Wr -50.8613 eV
localized orbital at x=3.556, z=i0 eV: v 2.2863 U 2.1628 W 1.9811 eV
  W from on-site U only 1.2800 eV, W from static U 1.9811 eV
localized orbital at x=3.556, z=i2 eV: v 2.2863 U 2.2171 W 2.1219 eV
  W from on-site U only 1.6332 eV, W from static U 2.0834 eV
Zn PBE/def2-TZVP: E = -1779.129864 Ha, 48 orbitals, 495 transitions; 1 Ha = 27.211386 eV
eps 3d -10.5829, 4s -5.8324, 4p -1.0914 eV; Delta 4.7410 eV
bare (sp|sp) v = 1.4117 eV
w=i0 eV: U 1.02568 eV, 4D/(D^2+w^2) 0.84371 1/eV, 1+fU 1.86537
  W two-step 0.54985 eV, W all-transition poles 0.54985 eV
w=i5 eV: U 1.06631 eV, 4D/(D^2+w^2) 0.39943 1/eV, 1+fU 1.42592
  W two-step 0.74780 eV, W all-transition poles 0.74780 eV
w=i20 eV: U 1.24787 eV, 4D/(D^2+w^2) 0.04489 1/eV, 1+fU 1.05601
  W two-step 1.18168 eV, W all-transition poles 1.18168 eV
w=i100 eV: U 1.35964 eV, 4D/(D^2+w^2) 0.00189 1/eV, 1+fU 1.00257
  W two-step 1.35615 eV, W all-transition poles 1.35615 eV
static U(sp|sp) 0.03769 Ha, static W(sp|sp) 0.02021 Ha
(4s4s|4s4s): v 9.1466, U 8.1001, W 8.1001 eV
3d average (mm|m'm'): v 28.4407, U 14.8829, W 14.8829 eV
smallest r gap 8.9498 eV, lowest r-only RPA mode 9.4915 eV
full direct-RPA 4s->4p: 6.32354 eV = 0.23239 Ha, sp weight 0.9374
pole condition with U(Omega): 6.32354 eV, U(Omega) 0.92335 eV
with static U: 6.47516 eV; with bare v: 7.01775 eV
target 3d4s4p: 45 pairs, 18 transitions, closure dev 3.3e-11 eV
  static U(sp|sp) 1.08672 eV, 3d average U 14.8829 eV
\end{verbatim}
